# Polarisation and screening anomalies of the spin-polarised Thomas-Fermi-Dirac gas: a program that tests the result

```python
# Result under test: in exchange-only spin-polarised Thomas-Fermi-Dirac theory
# the uniform gas prefers full polarisation beyond
#   r_cross = (2 pi/5)(9 pi/4)^(1/3)(1+2^(1/3)) = 5.45,
# while the unpolarised gas has a diverging spin susceptibility and a diverging
# squared inverse screening length, both at r_anom = pi(9 pi/4)^(1/3) = 6.03.
# Symbols: rs = Wigner-Seitz radius in bohr, zeta = relative polarisation,
# k = Fermi wave number of a spin channel, qs2 = squared inverse screening length.
# Internal units are atomic; printed energies are in eV and lengths in angstrom.
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] / angstrom
PI = np.pi
C = (9 * PI / 4) ** (1 / 3)          # kF * rs

# Energy coefficients from their definitions (Fermi sphere, exchange hole)
kin_coef = quad(lambda p: 3 * p**2 * p**2 / 2, 0, 1)[0]
edges = PI * np.arange(65)
hole_integral = sum(quad(lambda x: spherical_jn(1, x)**2 / x, a, b)[0]
                    for a, b in zip(edges[:-1], edges[1:]))
hole_integral += 1 / (4 * edges[-1]**2)   # averaged tail of the integrand
exc_coef = 0.5 * 4 * PI * 9 * hole_integral / (6 * PI**2)
assert abs(kin_coef - 3 / 10) < 1e-10
assert abs(hole_integral - 1 / 4) < 1e-7
assert abs(exc_coef - 3 / (4 * PI)) < 1e-7


def density(rs):
    return 3 / (4 * PI * rs**3)


def channel(n_spin):
    """Energy density of one spin channel."""
    k = np.cbrt(6 * PI**2 * n_spin)
    return n_spin * (kin_coef * k**2 - exc_coef * k)


def energy(rs, zeta):
    """Energy per electron of the uniform gas."""
    n = density(rs)
    return (channel(n * (1 + zeta) / 2) + channel(n * (1 - zeta) / 2)) / n


def density_stiffness(rs, zeta):
    """Second derivative of energy density with respect to n, fixed zeta."""
    n = density(rs)
    h = 1e-3 * n

    def total(m):
        return channel(m * (1 + zeta) / 2) + channel(m * (1 - zeta) / 2)
    return (total(n + h) - 2 * total(n) + total(n - h)) / h**2


def spin_curvature(rs):
    h = 1e-3
    return (energy(rs, h) - 2 * energy(rs, 0) + energy(rs, -h)) / h**2


# Derived formulas
r_cross = 2 * PI / 5 * C * (1 + 2 ** (1 / 3))
r_anom = PI * C
r_ferro_anom = 2 ** (1 / 3) * r_anom
r_ferro_limit = r_ferro_anom / 2


def qs2_formula(rs, polarised):
    k = C / rs * (2 ** (1 / 3) if polarised else 1)
    return (1 if polarised else 2) * 2 * k / PI / (1 - 1 / (PI * k))


# Crossing and anomalies found numerically from the energy
cross_num = brentq(lambda r: energy(r, 1) - energy(r, 0), 3, 9)
spin_num = brentq(spin_curvature, 4, 9)
screen_num = brentq(lambda r: density_stiffness(r, 0), 4, 9)
ferro_num = brentq(lambda r: density_stiffness(r, 1), 5, 12)
assert abs(cross_num - r_cross) < 1e-4
assert abs(spin_num - r_anom) < 1e-4
assert abs(screen_num - r_anom) < 1e-4
assert abs(ferro_num - r_ferro_anom) < 1e-4


def majority_potential(rs):
    n = density(rs)
    h = 1e-4 * n
    return (channel(n + h) - channel(n - h)) / (2 * h)


# The empty minority channel has zero chemical potential
limit_num = brentq(majority_potential, 2, 6)
assert abs(limit_num - r_ferro_limit) < 1e-4

# No intermediate polarisation is lowest
zetas = np.linspace(0, 1, 1001)
for r in (3.0, 4.5, 5.40, 5.449):
    assert np.argmin(energy(r, zetas)) == 0
for r in (5.451, 5.50, 6.5, 9.0):
    assert np.argmin(energy(r, zetas)) == len(zetas) - 1


def gain(power, z):
    return ((1 + z) ** power + (1 - z) ** power) / 2 - 1


ratio = gain(5 / 3, zetas[50:]) / gain(4 / 3, zetas[50:])
assert np.all(np.diff(ratio) < 0)
assert abs(ratio[-1] - (1 + 2 ** (1 / 3))) < 1e-12
ratio_small = gain(5 / 3, 0.01) / gain(4 / 3, 0.01)
assert abs(ratio_small - 2.5) < 1e-3


def series_coefficient(power, order):
    value = Fraction(1)
    for j in range(order):
        value *= (power - j) / Fraction(j + 1)
    return value


t_series = [series_coefficient(Fraction(5, 3), 2 * m) for m in range(1, 31)]
x_series = [series_coefficient(Fraction(4, 3), 2 * m) for m in range(1, 31)]
assert min(t_series) > 0 and min(x_series) > 0
quotients = [t / x for t, x in zip(t_series, x_series)]
assert all(b < a for a, b in zip(quotients[:-1], quotients[1:]))

# Barrier between the two phases at the crossing
pair_sum = 2 / PI
kf = C / r_cross
pair_product = (pair_sum**3 - 2 * kf**3) / (3 * pair_sum)
split = np.sqrt(pair_sum**2 - 4 * pair_product)
k_up, k_down = (pair_sum + split) / 2, (pair_sum - split) / 2
zeta_barrier = (k_up**3 - k_down**3) / (2 * kf**3)
top = minimize_scalar(lambda z: -energy(r_cross, z), bounds=(0.1, 0.99),
                      method="bounded", options={"xatol": 1e-10})
assert abs(top.x - zeta_barrier) < 1e-4
barrier = energy(r_cross, zeta_barrier) - energy(r_cross, 0)
assert barrier > 0


def field_enhancement(rs):
    """Polarisation in a small field, relative to the gas without exchange."""
    field = 2e-5
    res = minimize_scalar(lambda z: energy(rs, z) - field * z,
                          bounds=(-0.1, 0.1), method="bounded",
                          options={"xatol": 1e-11})
    free_susceptibility = C / rs / PI**2
    return density(rs) * res.x / field / free_susceptibility


# Finite field and rounding of the minimiser limit the accuracy
for r in (4.0, 5.0, 5.7):
    assert abs(field_enhancement(r) * (1 - r / r_anom) - 1) < 5e-3


def qs2_from_wave(rs, polarised):
    """Minimise the energy of a density wave in a weak external potential."""
    q, v, n = 1.0, 1e-4, density(rs)
    wave = np.cos(2 * PI * np.arange(16) / 16)

    def total(a):
        rho = n * (1 + a * wave)
        local = channel(rho) if polarised else 2 * channel(rho / 2)
        return np.mean(local) / n + PI * n * a**2 / q**2 + v * a / 2
    res = minimize_scalar(total, bounds=(-0.05, 0.05), method="bounded",
                          options={"xatol": 1e-11})
    inverse_dielectric = 1 + 4 * PI * n * res.x / (q**2 * v)
    return q**2 * (1 / inverse_dielectric - 1)


# Finite wave amplitude limits the accuracy
samples = (5.0, 5.7, 6.5)
for r in samples + (r_cross,):
    for polarised in (False, True):
        exact = qs2_formula(r, polarised)
        assert abs(qs2_from_wave(r, polarised) / exact - 1) < 1e-2
assert qs2_formula(6.5, False) < 0 < qs2_formula(6.5, True)

# Limit of the claim: thin slabs beat the uniform unpolarised gas
best = minimize_scalar(lambda r: energy(r, 0), bounds=(3, 8),
                       method="bounded", options={"xatol": 1e-9})
r_slab = 4 * PI / 5 * C
assert abs(best.x - r_slab) < 1e-4
assert abs(best.fun + 15 / (32 * PI**2)) < 1e-7
fill = (r_slab / r_cross) ** 3
harmonics = np.arange(1, 4001)


def slab_hartree(period):
    amplitude = density(r_slab) * np.sin(PI * harmonics * fill) / (PI * harmonics)
    g = 2 * PI * harmonics / period
    return np.sum(4 * PI / g**2 * amplitude**2) / density(r_cross)


period = 0.5 / ANG
slab_energy = best.fun + slab_hartree(period)
assert slab_energy < energy(r_cross, 0)

# Numbers for the text
print(f"Polarisation crossing: r_s = {r_cross:.4f} (dimensionless)")
print(f"  numerical root from energies: r_s = {cross_num:.4f}")
print(f"  sphere radius at crossing = {r_cross * ANG:.4f} angstrom")
print(f"Unpolarised anomalies: r_s = {r_anom:.4f} (dimensionless)")
print(f"  numerical root, spin curvature: r_s = {spin_num:.4f}")
print(f"  numerical root, density stiffness: r_s = {screen_num:.4f}")
print(f"  sphere radius at anomalies = {r_anom * ANG:.4f} angstrom")
print(f"Polarised-gas screening anomaly: r_s = {r_ferro_anom:.4f}")
print(f"Polarised state locally stable beyond r_s = {r_ferro_limit:.4f}")
print(f"T/X at zeta = 0.01: {ratio_small:.5f}; at zeta = 1: {ratio[-1]:.5f}")
e_cross = energy(r_cross, 0)
print(f"Energy per electron at crossing = {e_cross * EV:.5f} eV")
print(f"Barrier position: zeta = {zeta_barrier:.4f}")
print(f"Barrier height per electron = {barrier * EV:.5f} eV")
for polarised, name in ((False, "unpolarised"), (True, "polarised")):
    length = ANG / np.sqrt(qs2_formula(r_cross, polarised))
    print(f"Screening length at crossing, {name} = {length:.4f} angstrom")
for r in samples:
    e0, e1 = energy(r, 0) * EV, energy(r, 1) * EV
    print(f"Model gas r_s = {r:.1f}, radius = {r * ANG:.4f} angstrom")
    print(f"  energy per electron, unpolarised = {e0:.5f} eV")
    print(f"  energy per electron, polarised = {e1:.5f} eV")
    print(f"  polarised minus unpolarised = {e1 - e0:.5f} eV")
    print(f"  unpolarised susceptibility / free value = {1 / (1 - r / r_anom):.3f}")
    print(f"  q_s^2 unpolarised = {qs2_formula(r, False) / ANG**2:.3f} angstrom^-2")
    print(f"  q_s^2 polarised = {qs2_formula(r, True) / ANG**2:.3f} angstrom^-2")
print(f"Slabs can beat the unpolarised uniform gas beyond r_s = {r_slab:.4f}")
print(f"Lowest uniform energy per electron = {best.fun * EV:.5f} eV")
print(f"Slab test at crossing: period = {period * ANG:.2f} angstrom")
print(f"  filled fraction = {fill:.4f}")
print(f"  Hartree cost per electron = {slab_hartree(period) * EV:.5f} eV")
print(f"  slab energy per electron = {slab_energy * EV:.5f} eV")
print("finished without a failed check")
```

Running it gives:

```
Polarisation crossing: r_s = 5.4502 (dimensionless)
  numerical root from energies: r_s = 5.4502
  sphere radius at crossing = 2.8841 angstrom
Unpolarised anomalies: r_s = 6.0292 (dimensionless)
  numerical root, spin curvature: r_s = 6.0292
  numerical root, density stiffness: r_s = 6.0292
  sphere radius at anomalies = 3.1905 angstrom
Polarised-gas screening anomaly: r_s = 7.5963
Polarised state locally stable beyond r_s = 3.7982
T/X at zeta = 0.01: 2.49999; at zeta = 1: 2.25992
Energy per electron at crossing = -1.27529 eV
Barrier position: zeta = 0.7909
Barrier height per electron = 0.01982 eV
Screening length at crossing, unpolarised = 0.2449 angstrom
Screening length at crossing, polarised = 0.5293 angstrom
Model gas r_s = 5.0, radius = 2.6459 angstrom
  energy per electron, unpolarised = -1.29077 eV
  energy per electron, polarised = -1.23242 eV
  polarised minus unpolarised = 0.05836 eV
  unpolarised susceptibility / free value = 5.858
  q_s^2 unpolarised = 10.224 angstrom^-2
  q_s^2 polarised = 3.217 angstrom^-2
Model gas r_s = 5.7, radius = 3.0163 angstrom
  energy per electron, unpolarised = -1.26182 eV
  energy per electron, polarised = -1.28673 eV
  polarised minus unpolarised = -0.02491 eV
  unpolarised susceptibility / free value = 18.314
  q_s^2 unpolarised = 28.037 angstrom^-2
  q_s^2 polarised = 3.863 angstrom^-2
Model gas r_s = 6.5, radius = 3.4397 angstrom
  energy per electron, unpolarised = -1.20640 eV
  energy per electron, polarised = -1.28691 eV
  polarised minus unpolarised = -0.08052 eV
  unpolarised susceptibility / free value = -12.807
  q_s^2 unpolarised = -17.193 angstrom^-2
  q_s^2 polarised = 5.860 angstrom^-2
Slabs can beat the unpolarised uniform gas beyond r_s = 4.8234
Lowest uniform energy per electron = -1.29239 eV
Slab test at crossing: period = 0.50 angstrom
  filled fraction = 0.6931
  Hartree cost per electron = 0.00177 eV
  slab energy per electron = -1.29062 eV
finished without a failed check
```
